# Magnetic susceptibility from a modulated field and the shape-dependent induced field

## 1. A case that can be seen through

Take far-separated, identical harmonic wells, each holding two electrons of opposite spin in its ground state. Neglect the repulsion between the electrons. Let the frequency be $\omega$ and the mean electron density $n$. We use Gaussian units with hartree atomic units: $\hbar=m=1$, electron charge $-1$, and $c$ the inverse fine-structure constant. In a uniform field $B\hat z$, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ centred on the well, one electron has

$$\tfrac12\Big(\mathbf p+\frac{\mathbf A}{c}\Big)^2=\frac{p^2}{2}+\frac{B}{2c}L_z+\frac{B^2}{8c^2}(x^2+y^2).$$

The ground state has $L_z=0$, so the middle term does nothing. Each coordinate has $\langle x^2\rangle=1/2\omega$, and the energy rises by $B^2/(8c^2\omega)$ per electron. The energy density of a linear magnet in a prescribed total field is $-\tfrac12\chi B^2$ (shown in section 2), hence

$$\chi=-\frac{n}{4c^2\omega}. \tag{1}$$

Two things made this easy: every electron had a centre on which to place the origin of $\mathbf A$, and $\mathbf A$ stayed small where the electron was. In a crystal with overlapping wells neither holds. A uniform field needs a vector potential that grows without bound and is not lattice periodic. The remedy is to let the field oscillate slowly in space, so that $\mathbf A$ is bounded, and to take the long-wave limit at the end.

## 2. The modulated field and what its energy measures

Let $\mathbf e$ and $\hat{\mathbf q}$ be perpendicular unit vectors and

$$\mathbf A=\mathbf e\,\frac{B}{q}\sin(\mathbf q\cdot\mathbf r),\qquad \nabla\times\mathbf A=\mathbf b\,B\cos(\mathbf q\cdot\mathbf r),\qquad \mathbf b=\hat{\mathbf q}\times\mathbf e .$$

Since $\partial H/\partial\mathbf A=(\mathbf p+\mathbf A/c)/c$ is minus the charge current over $c$, a change of $\mathbf A$ changes the energy by $\delta E=-\frac1c\int\mathbf j\cdot\delta\mathbf A$. Write $\mathbf j=c\nabla\times\mathbf M$ and integrate by parts; periodicity removes the boundary term, and

$$\delta E=-\int\mathbf M\cdot\delta\mathbf B .$$

With $\mathbf M=\chi\mathbf B$ the energy density is $-\tfrac12\chi B^2$ for a uniform field. For the modulated field the mean of $\cos^2$ adds a factor $\tfrac12$:

$$E_2=-\tfrac14\chi B^2 . \tag{2}$$

Here $\mathbf B$ is the total macroscopic field acting on the electrons, not the field applied from outside. For now $\chi$ means the component along $\mathbf b$.

## 3. Second-order energy of the crystal

We assume a spin-paired band insulator with time-reversal symmetry, a local potential, and a mean field whose exchange-correlation part does not depend on the current. Spin-orbit coupling is neglected. The spin component along a uniform field then commutes with the Hamiltonian, and the paired ground state has zero total spin, so a uniform field produces no spin response. The modulated field does produce one, but its contribution to the susceptibility vanishes as $q^2$. We leave it out, and $\chi(q)$ below means the orbital part.

Reversing $\mathbf B$ is equivalent to reversing time, which leaves the density unchanged. The density is therefore even in $B$ and has no first-order part. The Hartree and exchange-correlation potentials then add nothing to the second-order energy, and independent-electron perturbation theory suffices.

Because $\mathbf q\perp\mathbf e$, the momentum component $p_e$ commutes with $\sin(\mathbf q\cdot\mathbf r)$. The perturbations are

$$H_1=\frac{B}{cq}\sin(\mathbf q\cdot\mathbf r)\,p_e,\qquad H_2=\frac{B^2}{2c^2q^2}\sin^2(\mathbf q\cdot\mathbf r).$$

**The term $H_2$.** Write $\sin^2=\tfrac12-\tfrac12\cos(2\mathbf q\cdot\mathbf r)$. The density is lattice periodic, so the cosine averages to zero unless $2\mathbf q$ is a reciprocal lattice vector, which small $q$ excludes. The contribution per volume is $nB^2/(4c^2q^2)$.

**The term $H_1$.** With $X_{\pm}=e^{\pm i\mathbf q\cdot\mathbf r}p_e$,

$$H_1=\frac{B}{2icq}(X_+-X_-).$$

$X_+$ takes a Bloch state at $\mathbf k$ to $\mathbf k+\mathbf q$, and $X_-$ takes it to $\mathbf k-\mathbf q$. The final states differ, so there is no first-order energy and no cross term:

$$|\langle m|H_1|o\rangle|^2=\frac{B^2}{4c^2q^2}\left(|\langle m|X_+|o\rangle|^2+|\langle m|X_-|o\rangle|^2\right).$$

In the sum of $|\langle m|H_1|o\rangle|^2/(\varepsilon_o-\varepsilon_m)$, pairs of occupied states cancel: exchanging them keeps the numerator and reverses the denominator. Only empty $m$ remain. Define, with a factor 2 for spin and $V$ the crystal volume,

$$S(\mathbf q)=\frac2V\sum_{\mathbf k,o,m}\frac{|\langle m,\mathbf k+\mathbf q|e^{i\mathbf q\cdot\mathbf r}p_e|o,\mathbf k\rangle|^2}{\varepsilon_{o,\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}} . \tag{3}$$

Then

$$E_2=\frac{B^2}{4c^2q^2}\,[\,n+S(\mathbf q)+S(-\mathbf q)\,]. \tag{4}$$

Equation (4) was tested at $q=0.25\,(2\pi/a)$ in a two-dimensional crystal without inversion symmetry. Direct diagonalization of a four-cell supercell in the modulated field and the perturbation sum both give $c^2\chi(q)=-0.01961775$ a.u. per area.

## 4. The sum rule and the Mauri–Louie formula

The bracket in (4) must vanish as $q\to0$, or $\chi$ would diverge. To see that it does, let $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V(\mathbf r)$ act on the periodic parts of the Bloch states. Second-order perturbation in a change of $k_e$ gives the band curvature

$$\frac{\partial^2\varepsilon_o}{\partial k_e^2}=1+2\sum_{m\ne o}\frac{|\langle m,\mathbf k|p_e|o,\mathbf k\rangle|^2}{\varepsilon_o-\varepsilon_m}.$$

Sum over occupied bands, spin and $\mathbf k$, and divide by $V$. Occupied pairs cancel again, the 1 gives $n$, and the rest is $2S(0)$:

$$n+2S(0)=\frac2V\sum_{\mathbf k}\frac{\partial^2}{\partial k_e^2}\sum_o\varepsilon_{o,\mathbf k}=0 . \tag{5}$$

The right side vanishes because the summed energy of the filled bands is a smooth periodic function of $\mathbf k$, and the zone average of its derivative is zero. A partly filled band has a Fermi surface and this argument fails.

Replace $n$ by $-2S(0)$ in (4) and equate with (2):

$$\chi=-\frac1{c^2}\lim_{q\to0}\frac{S(\mathbf q)-2S(0)+S(-\mathbf q)}{q^2}. \tag{6}$$

This is the Mauri–Louie formula. The gap keeps the denominators in (3) away from zero, so $S$ has a Taylor series in $\mathbf q$. The linear terms cancel between $\pm\mathbf q$ and the limit is finite. The next even term makes the error at finite $q$ proportional to $q^2$.

**Why the second difference matters in practice.** On a finite $\mathbf k$ mesh, (5) holds with a small residue $\delta=n+2S(0)$. The form with $n$ then carries an error $-\delta/(c^2q^2)$, which grows as $q$ shrinks, whereas in (6) the residue never enters.

**Check on the harmonic wells.** Take $\mathbf q$ along $x$ and $\mathbf e$ along $y$. Acting on the ground state, $p_y$ creates one quantum in $y$, with squared matrix element $\omega/2$. The factor $e^{iqx}$ creates $s$ quanta in $x$ with the Poisson probability $e^{-\lambda}\lambda^s/s!$, where $\lambda=q^2/2\omega$. The energy denominator is $-(s+1)\omega$, so

$$S(q)=-\frac n2\sum_{s=0}^{\infty}\frac{e^{-\lambda}\lambda^s}{s!\,(s+1)}=-\frac n2\,\frac{1-e^{-\lambda}}{\lambda}=-\frac n2\Big(1-\frac\lambda2+\frac{\lambda^2}6-\dots\Big).$$

At $q=0$ this is $-n/2$, as (5) demands. The second difference is $n(\lambda/2-\lambda^2/6)$ to this order. Dividing by $-c^2q^2$ gives

$$\chi(q)=-\frac{n}{4c^2\omega}\Big(1-\frac{q^2}{6\omega}+\dots\Big),$$

which returns (1). The modulation must be slow compared with the size of the electron cloud, of order $\omega^{-1/2}$.

For anharmonic wells, the small-$q$ formula was tested on a planar array of separated Gaussian wells. It gives $c^2\chi=-0.0095611$ a.u. per area; a single well in a uniform field gives $-0.0095587$ in a basis of ten Gaussians at a small finite field, and $-0.0095589$ when converged, a difference of 0.02% of the latter.

## 5. The direction of q does not matter

A given $\mathbf b=\hat z$ allows any $\mathbf q$ in the $xy$ plane. Let $K_{ij}(\mathbf q)$ be the matrix of the quadratic form that gives $E_2$ in terms of $\mathbf A$, taken at order $q^2$. The energy is real, so $K$ can be taken Hermitian; $\mathbf A(\mathbf r)$ is real, so $K(-\mathbf q)=K(\mathbf q)^*$. The terms of even order in $\mathbf q$ are therefore real and symmetric. Adding a part along $\mathbf q$ to any $\mathbf A$ is a pure gauge change and leaves the energy as it was, so $\sum_jK_{ij}q_j=0$. A symmetric $2\times2$ matrix that annihilates $(q_x,q_y)$ has the form

$$K_{xx}=\lambda_K q_y^2,\quad K_{xy}=-\lambda_K q_xq_y,\quad K_{yy}=\lambda_K q_x^2 .$$

Could $\lambda_K$ depend on direction? We have $K_{xx}q_x^2=K_{yy}q_y^2$, and both entries are quadratic polynomials. Hence $q_y^2$ divides $K_{xx}$, and $\lambda_K$ is a constant. For $\mathbf e=(-q_y,q_x)/q$ the energy is proportional to $\mathbf e\cdot K\mathbf e=\lambda_Kq^2$, the same for every direction.

In the low-symmetry test crystal, $\mathbf q$ at 0, 37 and 90 degrees gives $c^2\chi=-0.019960$ each time.

## 6. What the periodic current leaves open

In a uniform field, the first-order current deep in the crystal is lattice periodic. The induced field obeys $\nabla\times\mathbf B_{\rm ind}=4\pi\mathbf j/c$ and $\nabla\cdot\mathbf B_{\rm ind}=0$. For a reciprocal vector $\mathbf G$ this reads $i\mathbf G\times\mathbf B(\mathbf G)=4\pi\mathbf j(\mathbf G)/c$. Take the cross product with $i\mathbf G$ from the left and use $\mathbf G\cdot\mathbf B(\mathbf G)=0$:

$$\mathbf B(\mathbf G)=\frac{4\pi i}{c}\,\frac{\mathbf G\times\mathbf j(\mathbf G)}{G^2},\qquad \mathbf G\neq0 .$$

At $\mathbf G=0$ both field equations read $0=0$. The mean induced field is left free. Equivalently, $\mathbf j=c\nabla\times\mathbf m$ does not fix the mean of the microscopic magnetization $\mathbf m(\mathbf r)$, since a constant added to $\mathbf m$ leaves the current unchanged.

The modulated field does not settle the matter by itself. A long-wave magnetization $\mathbf M_{\mathbf q}$ has $\mathbf j_{\mathbf q}=ic\,\mathbf q\times\mathbf M_{\mathbf q}$, and the same algebra gives

$$\mathbf B_{\mathbf q}=4\pi\,[\mathbf M_{\mathbf q}-\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf M_{\mathbf q})]. \tag{7}$$

As $q\to0$ this tends to $4\pi\mathbf M$ for $\mathbf q\perp\mathbf M$ and to 0 for $\mathbf q\parallel\mathbf M$. The field of section 2 is perpendicular to $\mathbf q$, so with a scalar $\chi$ it shows only the first case. The magnetization of a finite body contains wave vectors in many directions, weighted according to its shape. A limit that depends on its direction defines no bulk value. The susceptibility is a bulk property; the mean induced field is not.

## 7. The surface current

The missing information sits at the surface. Consider a slab, finite along $x$, in a uniform field along $z$ with $A_y=Bx$. Average the current over $y$ and $z$, and define $m(x)=\frac1c\int_x^\infty j_y\,dx'$, so that $j_y=-c\,m'$ and $m=0$ outside. Per unit surface area,

$$\frac{\partial E}{\partial B}=-\frac1c\int x\,j_y\,dx=\int x\,m'\,dx=-\int m\,dx .$$

Add one cell of thickness $a$. The response of an insulator is short-ranged, so the energy changes by the bulk amount $-\tfrac12\chi B^2a$ while the surface parts stay as they were. The integral of $m$ over a bulk cell is therefore $\chi Ba$, and the mean of $m$ there is $M=\chi B$.

The current between a cut in the bulk and the vacuum is $c\,m$ at the cut. Averaged over cuts within one cell, it is $cM$. This is the sheet current

$$\mathbf K=c\,\mathbf M\times\hat{\mathbf n},$$

with $\hat{\mathbf n}$ the outward normal. The termination did not enter, provided the surface is also insulating.

## 8. Sphere, needle and plate

To first order in $\chi$, $\mathbf M=\chi\mathbf B$ with $\mathbf B$ the applied field, whatever the shape, because the induced field changes $\mathbf M$ only at order $\chi^2$. Let the body be round about the axis of $\mathbf M$, with radius $\rho(z)$. A slice $dz$ carries the ring current $cM\,dz$: a tilted surface lowers $K$ and lengthens the strip by the same factor. A ring with current $I$ gives an axial field $2\pi I\rho^2/[c(\rho^2+z^2)^{3/2}]$, so at the centre

$$B_{\rm ind}=2\pi M\int\frac{\rho^2\,dz}{(\rho^2+z^2)^{3/2}} . \tag{8}$$

**Sphere.** Here $\rho^2+z^2=R^2$, and

$$B_{\rm ind}=\frac{2\pi M}{R^3}\int_{-R}^{R}(R^2-z^2)\,dz=\frac{2\pi M}{R^3}\cdot\frac{4R^3}{3}=\frac{8\pi}{3}\chi B . \tag{9}$$

The value holds throughout the sphere. Try a uniform field $B_i$ inside and the field of a dipole $\tfrac43\pi R^3M$ outside. At the surface the outer components are $B_r=\frac{8\pi}3M\cos\theta$ and $B_\theta=\frac{4\pi}3M\sin\theta$; the inner ones are $B_i\cos\theta$ and $-B_i\sin\theta$. Continuity of $B_r$ requires $B_i=\frac{8\pi}3M$. The jump of $B_\theta$ is then $4\pi M\sin\theta$, which equals $4\pi K/c$ as Ampère's law demands.

**Long needle along the field.** For constant $\rho$ and infinite length the integral in (8) is 2, and $B_{\rm ind}=4\pi\chi B$.

**Thin plate normal to the field.** For a disc of thickness $t\ll\rho$ the integral is close to $t/\rho$, and $B_{\rm ind}\to0$. The currents run along a distant rim.

The sphere also ties in with (7). The Fourier transform of a uniformly magnetized sphere depends on $|\mathbf q|$ alone, so its central field is the average of (7) over directions. The average of $\hat{\mathbf q}\hat{\mathbf q}$ is $\tfrac13$ of the unit matrix, which gives $4\pi(1-\tfrac13)\mathbf M=\frac{8\pi}3\mathbf M$.

In a cubic crystal $\chi$ is a number. Otherwise (9) becomes $\frac{8\pi}3\boldsymbol\chi\mathbf B$ with the tensor $\boldsymbol\chi$, and the induced field need not be parallel to $\mathbf B$.

**Beyond first order.** In the sphere the macroscopic field is $B+B_{\rm ind}$. Take $\chi$ as the full ratio $M/B$ of section 2; the value from (6) leaves out the feedback of the $\mathbf G\ne0$ field of section 6 on the electrons, which enters at the same order as the correction below. Then $B_{\rm ind}=\frac{8\pi}3\chi(B+B_{\rm ind})$ and

$$B_{\rm ind}=\frac{\frac{8\pi}3\chi B}{1-\frac{8\pi}3\chi}.$$

## 9. A cubic model crystal

Take a simple cubic lattice with $a=6$ bohr, two electrons per cell and

$$V=-0.5\,[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]\ \text{hartree}.$$

These are model parameters without electron interaction. The gap is 0.436 hartree, so the crystal is an insulator. The density is $n=2/6^3=0.009259$ bohr$^{-3}$, and $S(0)=-0.004630$ bohr$^{-3}$, which is $-n/2$.

With $q$ in units of $2\pi/a$, the orbital values at finite $q$ are

| $q$ | $10^7\chi(q)$ |
|---|---|
| 0.20 | −2.1245 |
| 0.10 | −2.1442 |
| 0.05 | −2.1491 |
| limit | −2.1508 |

Halving $q$ from 0.10 to 0.05 divides the error by 3.996, in line with the $q^2$ law. That law lets one remove the leading error by hand: $(4\times2.1491-2.1442)/3=2.1507$, the limit to within rounding.

**Comparison with isolated wells.** Near a minimum the potential is harmonic with $\omega^2=0.5\,(2\pi/a)^2=0.5\times1.0472^2=0.5483$, so $\omega=0.7405$ hartree. Equation (1) gives

$$\chi\approx-\frac{0.009259}{4\times137.036^2\times0.7405}=-1.66\times10^{-7}.$$

The crystal value is 29% larger in magnitude. A cosine well lies below its parabola, which lets the electrons spread further and has the right sign. How much is due to this and how much to overlap between cells is not separated here.

**Uniform field on a finite slab.** The energy of each added cell gives $\chi=-2.1508\times10^{-7}$, and so does the surface current. Both tests use a truly uniform field and no modulation. They confirm (6) and the sheet current of section 7 for this termination.

**Coarse mesh.** With two $\mathbf k$ points per direction in the plane, placed at $k=0$ and at the zone edge, and $q=0.02$, the second difference gives $-2.26\times10^{-7}$, off by 5% of the converged value. The form with $n$ gives $+4.13\times10^{-5}$, with the wrong sign and some 190 times too large. At $q=0.04$ it gives $+1.01\times10^{-5}$: the error falls fourfold when $q$ doubles, as $\delta/q^2$ predicts. The sign of $\delta$ depends on where the points lie: at $k=\pm\tfrac14\,(2\pi/a)$ and $q=0.02$ the form with $n$ gives $-4.11\times10^{-5}$ and the second difference $-2.04\times10^{-7}$.

**Induced field.** In an applied field of 10 T the sphere has

$$B_{\rm ind}=8.3776\times(-2.1508\times10^{-7})\times10\ \text{T}=-18.0\ \mu\text{T}.$$

The shielding $-B_{\rm ind}/B$ is 1.80 ppm. A spheroidal needle of axis ratio 100 has the factor 12.561, close to $4\pi=12.566$, and a shielding of 2.70 ppm. A spheroidal plate of axis ratio 0.01 has the factor 0.195 and 0.04 ppm. The same bulk crystal thus shows mean shieldings that differ by more than 2 ppm. This is the $\mathbf G=0$ part; the field at a given point also contains the $\mathbf G\ne0$ terms of section 6, which are the same for all shapes at first order. The macroscopic feedback of section 8 changes the sphere's value by a relative $-1.8\times10^{-6}$. The $\mathbf G\ne0$ field also acts back on the electrons and changes $\chi$ by $\langle|\mathbf B_{\mathbf G\ne0}|^2\rangle/(4\pi B^2)$, a relative $-8\times10^{-6}$ in this crystal when each electron's own field is counted. Both are negligible, so first order is ample here.

In SI units the susceptibility is $4\pi\chi=-2.70\times10^{-6}$.

## 10. Where the derivation stops

A metal violates (5) as derived and the smoothness in $q$ used in (6). Broken time-reversal symmetry allows a first-order density, and with it a response of the mean field. Spin-orbit coupling allows the spin to respond to a uniform field even when there is a gap. A nonlocal pseudopotential does not commute with position, so the field enters it too and $p_e$ no longer gives the full current; (3) then needs further terms. The shape argument of section 8 needs only $\mathbf M=\chi\mathbf B$ and a surface without conducting states, and it holds however $\chi$ was obtained.

The complete figures are in the numerical output below.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
TEST CRYSTAL WITHOUT INVERSION (c^2 chi per area, a.u.)
 q = 0.25 (2pi/a): supercell energy  -0.01961775
 q = 0.25 (2pi/a): perturbation sum  -0.01961775
 q -> 0, q at    0 degrees to x:    -0.01995988
 q -> 0, q at   37 degrees to x:    -0.01995990
 q -> 0, q at   90 degrees to x:    -0.01995989
ISOLATED GAUSSIAN WELLS (c^2 chi per area, a.u.)
 depth 4.0 hartree, width 1 bohr, spacing 6.0 bohr
 small-q crystal formula -0.0095611
 atom in uniform field   -0.0095587
CUBIC COSINE CRYSTAL
 lattice constant a = 6.0 bohr, amplitude 0.5 hartree
 2pi/a = 1.047198 1/bohr
 band gap = 0.43552 hartree
 density n = 0.00925926 1/bohr^3
 S(0)      = -0.00462963 1/bohr^3
 q = 0.20 (2pi/a): chi(q) = -2.124507e-07 (Gaussian)
 q = 0.10 (2pi/a): chi(q) = -2.144177e-07 (Gaussian)
 q = 0.05 (2pi/a): chi(q) = -2.149119e-07 (Gaussian)
 q -> 0:            chi    = -2.150768e-07 (Gaussian)
 error ratio, q = 0.10 to q = 0.05: 3.996
 chi in SI = -2.70273e-06
 slab, energy per added cell: chi = -2.150795e-07
 slab, surface current:       chi = -2.150783e-07
COARSE MESH, 2 k points per direction in the plane (Gaussian chi)
 second difference, q = 0.02 (2pi/a): -2.2629e-07
 form with n,       q = 0.02 (2pi/a): 4.1270e-05
 form with n,       q = 0.04 (2pi/a): 1.0148e-05
SHAPE: field at centre / M, and induced field at B = 10 T
 8 pi/3 = 8.377580, 4 pi = 12.566371
 sphere: factor 8.377580, B_ind -18.0182 microtesla, shielding 1.80182 ppm
 needle, axis ratio 100: factor 12.560968, B_ind -27.0157 microtesla, shielding 2.70157 ppm
 plate, axis ratio 0.01: factor 0.194908, B_ind -0.4192 microtesla, shielding 0.04192 ppm
 sphere, off-centre point (0.5, 0.3) R: factor 8.377580
 sphere, relative change by self-consistency: -1.802e-06
```
